# The ideal energy product and the hardness needed to reach it

Iron has a magnetic energy-product ceiling of about 910 kJ/m³, while that of Nd$_2$Fe$_{14}$B is about 530 kJ/m³. Yet if a large, perfect iron crystal must rely on its crystal anisotropy to stay magnetized, its product stops at about 97 kJ/m³. The material with the larger magnetization is the poorer permanent magnet. Two quantities are needed to explain this: the energy product that a given magnetization could supply, and the anisotropy that holds the magnetization in place while it does so.

## The estimate

In SI units the flux density is

$$
\mathbf B=\mu_0(\mathbf H+\mathbf M),
$$

where $\mathbf M$ is the magnetization and $M_s$ its saturation value. A permanent magnet of simple shape, such as a sphere or a plate, produces an internal field that opposes its own magnetization. Let $M_s$ point along $+z$ and write $H_z=-h$, with $h>0$. Then $B_z=\mu_0(M_s-h)$, and the energy product is

$$
-B_zH_z=\mu_0h(M_s-h).
$$

It vanishes at $h=0$, where there is no field to use, and at $h=M_s$, where there is no flux. Halfway between, at $h=M_s/2$, it equals $\mu_0M_s^2/4$.

The magnetization must survive this opposing field. Let $K$ be the energy density needed to turn it from the easy axis to a perpendicular direction, so that a tilt $\theta$ costs $K\sin^2\theta\simeq K\theta^2$. The energy density in the opposing field is $+\mu_0M_sh\cos\theta$, which falls by $\mu_0M_sh\theta^2/2$ on tilting. The magnetized state resists small tilts if

$$
K>\frac{\mu_0M_sh}{2},
\qquad\text{or}\qquad
h<H_K\equiv\frac{2K}{\mu_0M_s}.
$$

Here $H_K$ is the anisotropy field. At $h=M_s/2$ the requirement is $K>\mu_0M_s^2/4$. In a thin plate magnetized through its thickness, $h=M_s$ and the requirement is $K>\mu_0M_s^2/2$. A safety factor of two for the plate, or four for the best working point, gives the practical rule

$$
K>\mu_0M_s^2.
$$

The ceiling $\mu_0M_s^2/4$ is thus a bound, whereas the hardness condition is a stability threshold multiplied by an allowance for imperfections. The estimate leaves open what the product measures, which shape attains the ceiling, and whether some nonuniform change of magnetization could start earlier than a uniform tilt.

## What the energy product measures

Consider a magnet alone in empty space, without free currents. Then $\nabla\times\mathbf H=0$, so $\mathbf H=-\nabla\varphi$, and $\nabla\cdot\mathbf B=0$. Therefore

$$
\int_{\rm all}\mathbf B\cdot\mathbf H\,dV
=-\int_{\rm all}\nabla\cdot(\varphi\mathbf B)\,dV=0.
$$

The last step turns the integral into one over a distant sphere of radius $r$. For a finite magnet $\varphi$ falls at least as fast as $r^{-2}$ and $B$ as $r^{-3}$, while the area grows as $r^2$, so the surface term vanishes.

Outside the magnet $\mathbf B=\mu_0\mathbf H$. Splitting the integral into outside and inside parts gives

$$
\frac{\mu_0}{2}\int_{\rm out}H^2\,dV
=-\frac12\int_{\rm in}\mathbf B\cdot\mathbf H\,dV.
$$

The left side is the field energy outside the magnet. The average energy product is therefore twice the external field energy per unit magnet volume. It is a measure of how much field a volume of magnet can maintain, and not an amount of energy that can be drawn from it repeatedly.

At any point inside, completing the square gives

$$
-\mathbf B\cdot\mathbf H
=-\mu_0(H^2+\mathbf M\cdot\mathbf H)
=\mu_0\left[\frac{M^2}{4}-\left|\mathbf H+\frac{\mathbf M}{2}\right|^2\right].
$$

The squared term cannot be negative, and $M\le M_s$. Hence

$$
-\mathbf B\cdot\mathbf H\le\frac{\mu_0M^2}{4}\le\frac{\mu_0M_s^2}{4}.
$$

Equality requires both full magnetization and $\mathbf H=-\mathbf M/2$. If a fraction of the material is nonmagnetic, or its grains are misaligned, the macroscopic $M$ is smaller and the ceiling for the macroscopic fields falls as $M^2$. With 10% of the volume nonmagnetic, and the rest fully aligned, it is $0.9^2=0.81$ of the ideal value.

## A shape that attains the ceiling

An ellipsoid has a uniform internal field when it is uniformly magnetized. To show this, regard the magnetization as two ellipsoids of uniform magnetic charge density, $+\rho$ and $-\rho$, with the positive one displaced by a small vector $\mathbf d$ and $\rho\mathbf d=\mathbf M$.

First take the positive ellipsoid centred at the origin. Its surface is $\mathbf r\cdot D\mathbf r=1$, where $D$ is diagonal with entries $1/a^2,1/a^2,1/c^2$. From an interior point $\mathbf r$, let $\ell(\mathbf u)$ be the distance to the surface along the unit vector $\mathbf u$. A charge element at distance $s$ has volume $s^2\,ds\,d\Omega$ and gives a field proportional to $1/s^2$, so these factors cancel:

$$
\mathbf G(\mathbf r)=-\frac{\rho}{4\pi}\int\mathbf u\,\ell(\mathbf u)\,d\Omega.
$$

The minus sign appears because the field of positive charge points away from the source. The distance obeys

$$
\ell^2\,\mathbf u\cdot D\mathbf u+2\ell\,\mathbf r\cdot D\mathbf u+\mathbf r\cdot D\mathbf r-1=0.
$$

Its two roots are $\ell(\mathbf u)$ and $-\ell(-\mathbf u)$, and their sum is

$$
\ell(\mathbf u)-\ell(-\mathbf u)
=-\frac{2\,\mathbf r\cdot D\mathbf u}{\mathbf u\cdot D\mathbf u}.
$$

Averaging the integrand of $\mathbf G$ over $\mathbf u$ and $-\mathbf u$ then gives

$$
\mathbf G(\mathbf r)=\frac{\rho}{4\pi}\int
\mathbf u\,\frac{\mathbf r\cdot D\mathbf u}{\mathbf u\cdot D\mathbf u}\,d\Omega,
$$

which is linear in $\mathbf r$. The field of the displaced pair is $\mathbf G(\mathbf r-\mathbf d)-\mathbf G(\mathbf r)=-\mathbf G(\mathbf d)$, independent of position. For magnetization along the symmetry axis the transverse components cancel by symmetry, so $H_z=-NM_s$. With $t=u_z$ and $q=c/a$,

$$
N=\frac1{4\pi}\int\frac{u_z^2/c^2}{\mathbf u\cdot D\mathbf u}\,d\Omega
=\int_0^1\frac{t^2}{t^2+q^2(1-t^2)}\,dt.
$$

This is the demagnetizing factor. It tends to 1 for a thin plate, equals $1/3$ for a sphere, and tends to 0 for a long needle. The corresponding factors for the three axes add to 1, because their numerators add to $\mathbf u\cdot D\mathbf u$.

Putting $h=NM_s$ into the energy product gives

$$
-B_zH_z=\mu_0M_s^2N(1-N).
$$

A sphere reaches $2/9$ of $\mu_0M_s^2$, already $8/9$ of the ceiling. The ceiling itself requires $N=1/2$, which ellipsoids of various proportions can satisfy. For a spheroid magnetized along its symmetry axis, evaluating the integral numerically and solving for the axis ratio gives $c/a=0.551$: a somewhat flattened shape, magnetized along its short axis. Its external field energy is $\mu_0M_s^2/8$ per unit volume, half of the energy product.

## Stability against every small deviation

Now let the magnetization direction vary in space. Write $\mathbf M=M_s\mathbf m$, with $|\mathbf m|=1$, and take a uniaxial crystal whose easy axis is the symmetry axis of the ellipsoid. With no applied field its energy is

$$
E=\int_{\rm in}\left[A|\nabla\mathbf m|^2+K(1-m_z^2)\right]dV
+\frac{\mu_0}{2}\int_{\rm all}H^2\,dV.
$$

The exchange stiffness $A$ penalizes spatial variation. Surface anisotropy and defects are absent from this model.

Start from uniform magnetization, with internal field $\mathbf H_0=-NM_s\hat{\mathbf z}$. A change $\delta\mathbf M$ adds a field $\mathbf H'$. Expanding the square changes the last energy term by

$$
\mu_0\int_{\rm all}\mathbf H_0\cdot\mathbf H'\,dV
+\frac{\mu_0}{2}\int_{\rm all}|\mathbf H'|^2\,dV.
$$

Since $\mathbf H_0$ is a gradient and $\mathbf H'+\delta\mathbf M$ has no divergence, the argument used for $\int\mathbf B\cdot\mathbf H\,dV$ gives $\int\mathbf H_0\cdot(\mathbf H'+\delta\mathbf M)\,dV=0$. The first term is therefore

$$
-\mu_0\int_{\rm in}\mathbf H_0\cdot\delta\mathbf M\,dV
=-\mu_0NM_s^2\int_{\rm in}(1-m_z)\,dV,
$$

because $\delta M_z=M_s(m_z-1)$.

Let $\mathbf m_\perp$ be the small transverse part of $\mathbf m$. Unit length gives $1-m_z^2=m_\perp^2$ and, to second order, $1-m_z=m_\perp^2/2$. The gradient of $m_z$ contributes at fourth order. Thus, to second order,

$$
\delta E=\int_{\rm in}\left[A|\nabla\mathbf m_\perp|^2
+\left(K-\frac{\mu_0NM_s^2}{2}\right)m_\perp^2\right]dV
+\frac{\mu_0}{2}\int_{\rm all}|\mathbf H'|^2\,dV.
$$

The exchange and added-field terms cannot be negative. Every small deviation therefore costs energy if

$$
K>\frac{N\mu_0M_s^2}{2}.
$$

This guarantees local stability. It does not say that the magnetized state has the lowest energy of all: a state with domains may lie lower, separated by an energy barrier.

An additional uniform applied field of strength $H_a$ along $-z$ changes the energy by a further $-\mu_0M_sH_a\int(1-m_z)\,dV$. It enters in the same way as $NM_s$, so the general condition is $h=NM_s+H_a<H_K$.

## Why the threshold cannot be lowered for a large body

A stability guarantee could be too cautious. A particular deformation shows that this one is not, when the body is large. Consider the twist

$$
\mathbf m_\perp=\frac{\varepsilon}{a}(-y,x,0),\qquad \varepsilon\ll1.
$$

It has zero divergence. The surface normal is parallel to $(x/a^2,y/a^2,z/c^2)$, and its product with $\mathbf m_\perp$ is also zero. The twist therefore produces no magnetic charge at first order in $\varepsilon$. The accompanying change in $m_z$ is of order $\varepsilon^2$, so its own field energy is of order $\varepsilon^4$.

The two nonzero derivatives give $|\nabla\mathbf m_\perp|^2=2\varepsilon^2/a^2$. The averages of $x^2$ and $y^2$ over the ellipsoid are each $a^2/5$, so the average of $m_\perp^2$ is $2\varepsilon^2/5$. Hence

$$
\frac{\delta E}{V}
=\frac{2\varepsilon^2}{5}
\left[K-\frac{N\mu_0M_s^2}{2}+\frac{5A}{a^2}\right].
$$

The twist lowers the energy when

$$
K<\frac{N\mu_0M_s^2}{2}-\frac{5A}{a^2}.
$$

The exchange correction falls as $1/a^2$. It is negligible when $5A/a^2\ll N\mu_0M_s^2/2$, that is when $a$ is much larger than $\sqrt{10/N}$ times the exchange length $\sqrt{A/(\mu_0M_s^2)}$. Near the threshold, where $K\simeq N\mu_0M_s^2/2$, this reads $a^2\gg5A/K$. This is what "large" means here, and in that limit the twist threshold meets the guaranteed one. For a sphere the large-body threshold is $K/(\mu_0M_s^2)=1/6=0.1667$. If $A/(\mu_0M_s^2a^2)=0.0020$, the correction is $5\times0.0020=0.0100$ and the threshold of this twist is $0.1567$. The linear profile is only a trial shape. The best azimuthal profile costs less exchange, with a coefficient of 4.33 in place of 5 for a sphere and about 3.6 for $c/a=8$, so the sphere is already unstable below $0.1580$. The large-body limit is the same.

Uniform rotation gives a different answer. Its energy density is

$$
K\sin^2\theta+\frac{\mu_0M_s^2}{2}
\left(N\cos^2\theta+N_\perp\sin^2\theta\right),
\qquad N_\perp=\frac{1-N}{2}.
$$

The coefficient of $\sin^2\theta$ is positive when

$$
K>\frac{\mu_0M_s^2}{2}(N-N_\perp)
=\frac{\mu_0M_s^2}{4}(3N-1).
$$

At $N=1/2$ this asks for $\mu_0M_s^2/8$, half of the large-body requirement. A uniform tilt creates magnetic charge on the sides of the magnet, and the resulting field energy helps to resist the tilt. The twist avoids that cost. Uniform rotation is therefore not a safe criterion for a large magnet.

The same formula shows how small particles can differ. In a needle $N<N_\perp$, so shape opposes uniform rotation even when $K=0$. The twist, meanwhile, is suppressed by exchange when $a$ is small. Sufficiently small elongated iron particles can thus resist both modes even without crystal anisotropy: their shape opposes the rotation, and exchange opposes the twist. They must not be too small either, or thermal agitation reverses them: for an isolated particle with $c/a=3$, $K=0$ and $A\approx21$ pJ/m, the window at room temperature is roughly $2\ {\rm nm}<a<20\ {\rm nm}$. The large-body estimate does not describe them.

## From a perfect crystal to the practical rule

Defects can let reversal begin below $H_K$. Represent their effect by a fraction $\alpha$, so that reversal occurs at an internal opposing field

$$
h_s=\alpha H_K=\frac{2\alpha K}{\mu_0M_s},\qquad 0<\alpha\le1.
$$

This fraction depends on the microstructure and is not derived here. Demanding $h_s>NM_s$ and multiplying by $\mu_0M_s/(2\alpha)$ gives

$$
K>\frac{N\mu_0M_s^2}{2\alpha}.
$$

The required values of $K/(\mu_0M_s^2)$ are:

| $\alpha$ | Best shape, $N=1/2$ | Plate, $N=1$ |
|---|---:|---:|
| 1 | 0.25 | 0.50 |
| 1/2 | 0.50 | 1.00 |
| 1/4 | 1.00 | 2.00 |

The rule $K>\mu_0M_s^2$ therefore permits any spheroid whose easy axis is its symmetry axis if at least half of the anisotropy field survives as resistance to reversal. It permits the ideal product at the best shape if at least a quarter survives. If $\alpha$ is smaller still, a material can satisfy the rule and yet fail to reach its ceiling.

## A soft material has a different limit

Suppose that $h_s<M_s/2$. While the magnetization remains saturated, the product $\mu_0h(M_s-h)$ increases with $h$, because its derivative $\mu_0(M_s-2h)$ is positive. Reversal interrupts the rise, so the limiting product is

$$
P_s=\mu_0h_s(M_s-h_s)
=2\alpha K\left(1-\frac{h_s}{M_s}\right).
$$

For very small $K$ and $\alpha=1$ this is close to $2K$. The output of a soft magnet is then set by its anisotropy, and a larger magnetization hardly helps.

This result supposes that the magnetization reverses fully once the threshold is passed. For uniform rotation at fixed internal field $h=H_K$, let $w=\cos\theta$. The uniaxial energy density is

$$
K(1-w^2)+2Kw=K\left[2-(1-w)^2\right],
$$

which falls steadily as $w$ goes from 1 to $-1$. There is no intermediate stopping place. In a free body the internal field changes during reversal, and domains may form instead.

Iron is cubic, with its easy directions along the cube edges. Its leading anisotropy energy density is $K(m_x^2m_y^2+m_y^2m_z^2+m_z^2m_x^2)$, with $K>0$. Near the $z$ axis $m_z^2\simeq1$, and this becomes $K(m_x^2+m_y^2)$ to second order. The small-angle stability condition and $H_K$ are therefore the same as in the uniaxial crystal. For rotation in a cube face at $h=H_K$, the energy density is $K(w^2-w^4+2w)$, with derivative

$$
2K(1+w-2w^3)=2K(1-w)(1+2w+2w^2).
$$

The last factor equals $(1+w)^2+w^2$ and is positive, so the energy again falls all the way to reversal.

## Comparison of four materials

The inputs below are rough room-temperature values of $M_s$ and $K$. The ceilings assume a fully dense, fully aligned single phase. Entries are rounded to two figures, and the rounding of $M_s$ matters: with $M_s=1.28$ MA/m in place of 1.3, the ceiling of Nd$_2$Fe$_{14}$B is 515 kJ/m³ (65 MGOe). For iron,

$$
\frac{\mu_0M_s^2}{4}
=\frac{(4\pi\times10^{-7})(1.7\times10^6)^2}{4}\ {\rm J/m^3}
\simeq910\ {\rm kJ/m^3}.
$$

The same arithmetic gives the other rows. The main results are also converted to MGOe, with $1\ {\rm MGOe}=100/(4\pi)\ {\rm kJ/m^3}$.

| Material | $M_s$ (MA/m) | Ceiling (kJ/m³) | Ceiling (MGOe) |
|---|---:|---:|---:|
| Fe | 1.7 | 910 | 110 |
| BaFe$_{12}$O$_{19}$ | 0.38 | 45 | 5.7 |
| L1$_0$ FePt | 1.1 | 380 | 48 |
| Nd$_2$Fe$_{14}$B | 1.3 | 530 | 67 |

For hardness, the last column gives the smallest fraction of the anisotropy field that must survive for the best shape to reach its ceiling, $\alpha_{\min}=\mu_0M_s^2/(4K)$.

| Material | $K$ (MJ/m³) | $K/(\mu_0M_s^2)$ | $\alpha_{\min}$ |
|---|---:|---:|---:|
| Fe | 0.05 | 0.014 | 18 |
| BaFe$_{12}$O$_{19}$ | 0.33 | 1.8 | 0.14 |
| L1$_0$ FePt | 6.6 | 4.3 | 0.058 |
| Nd$_2$Fe$_{14}$B | 4.9 | 2.3 | 0.11 |

Iron would need 18 times its anisotropy field, which is impossible when $\alpha\le1$. Its anisotropy field is 0.047 MA/m, whereas the ideal working point needs 0.85 MA/m. The soft-material formula gives

$$
P_s=2(0.05\ {\rm MJ/m^3})
\left(1-\frac{0.047}{1.7}\right)
\simeq97\ {\rm kJ/m^3}
$$

for $\alpha=1$, close to $2K=100$ kJ/m³. This value needs $N=0.0275$, a needle with $c/a\approx8$, and a radius $a\gg\sqrt{5A/K}\approx46$ nm for $A\approx21$ pJ/m. With $\alpha=1/4$ it falls to about 25 kJ/m³. Ordinary bulk iron is far below even that: a coercivity of order 0.1 kA/m corresponds to $\alpha\approx0.002$ and a product of about 0.2 kJ/m³. This resolves the opening contrast: the large magnetization of iron sets a high ceiling, but its anisotropy gives way long before the required opposing field is reached.

The other three pass the practical rule. Hexaferrite is hard enough, but its ceiling is low because the ceiling grows as $M_s^2$. The ratio of magnetizations, $1.3/0.38$, makes the ceiling of Nd$_2$Fe$_{14}$B about 12 times higher. FePt has the greatest margin of hardness, yet a lower ceiling than Nd$_2$Fe$_{14}$B. Once the ideal working point is stable, extra anisotropy gives more tolerance of defects and no higher ceiling.

The three passes of the practical rule survive a moderate error in the inputs. If $K$ is lowered by 10% and $M_s$ raised by 10%, the ratios for hexaferrite, FePt and Nd$_2$Fe$_{14}$B become 1.4, 3.2 and 1.7, all still above one. The ceilings do not depend on $K$, but they grow as $M_s^2$: a 10% increase in $M_s$ raises them by 21%. The order of FePt and Nd$_2$Fe$_{14}$B is therefore less secure: with $M_s$ raised by 10% for the first and lowered by 10% for the second, their ceilings would be about 460 and 430 kJ/m³. Neither table predicts the performance of a manufactured magnet, which also depends on its density, alignment, temperature and microstructure.

All numerical values are calculated from the stated model.
